\section*{Downbeam recoil displacement and the 45-degree sign change of ripple smoothing}

\section{The situation}

A beam of energetic ions strikes an amorphous solid at an oblique angle. Each ion ejects some atoms, and it also pushes many others a short distance without ejecting them. These pushes have a preferred direction, downbeam, so the irradiated layer carries a steady drift of matter along the surface. Suppose the surface has a faint ripple. Does the drift fill the troughs, or does it pile matter onto the crests?

I consider the drift alone. The curvature dependence of sputter erosion, the volume of implanted ions and the reflection of ions onto neighbouring slopes are left out. Displaced atoms are conserved in volume.

\section{A flat surface}

Let $\theta$ be the angle between the beam and the surface normal, and let $x$ point downbeam along the surface. The flux $J$ is the number of ions per time and per area normal to the beam. Each ion moves $N$ atoms, each of volume $\Omega$, by a mean distance $d$ along the beam. For the moment $Nd$ does not depend on angle.

The displacement has a part $d\sin\theta$ along the surface and a part $d\cos\theta$ into the solid. I assume that the solid recovers its density by moving back along the local surface normal, so that the inward part leaves no lasting change and the tangential part survives.

A unit area of surface intercepts $J\cos\theta$ ions per time. If all jumps are equal, matter that crosses a line perpendicular to $x$ must start within $d\sin\theta$ upbeam of it; for unequal jumps the mean enters in the same way. The volume crossing per time and per length of line is therefore
\begin{equation}
j=(\Omega N)(J\cos\theta)(d\sin\theta)=\frac{S_0}{2}\sin2\theta,
\qquad S_0=\Omega JNd .
\label{flat}
\end{equation}
Both $j$ and $S_0$ have the unit nm$^2$/s.

The limits are as they should be. At normal incidence there is no downbeam direction, and at grazing incidence no ions arrive per surface area; $j$ vanishes in both cases. It is largest at $45^\circ$. With $S_0=1$ nm$^2$/s it is 0.433 nm$^2$/s at both $30^\circ$ and $60^\circ$.

This equality is instructive. A uniform current brings as much matter to each place as it takes away, so it leaves a flat surface flat. What matters for a ripple that varies along the beam is how the current changes when the surface tilts, and in that respect $30^\circ$ and $60^\circ$ are opposite: the current rises with angle at one and falls at the other.

\section{A profile that varies along the beam}

Now let the height be $h(x,t)$, with $\theta$ measured from the mean normal. Subscripts $x$, $y$ and $t$ on $h$ denote derivatives. Take $d$, and the depth of the moving layer, to be much smaller than the length over which the slope changes. Each piece of surface then carries the current of a flat surface at its own angle of incidence.

Write $h_x=\tan\alpha$. In the $(x,z)$ plane the beam direction, the outward normal and the uphill tangent are
\begin{equation}
\mathbf e=(\sin\theta,-\cos\theta),\quad
\mathbf n=(-\sin\alpha,\cos\alpha),\quad
\mathbf t=(\cos\alpha,\sin\alpha).
\end{equation}
The local angle of incidence $\varphi$ follows from
\begin{align}
-\mathbf e\cdot\mathbf n&=\sin\theta\sin\alpha+\cos\theta\cos\alpha=\cos(\theta-\alpha),\\
\mathbf e\cdot\mathbf t&=\sin\theta\cos\alpha-\cos\theta\sin\alpha=\sin(\theta-\alpha),
\end{align}
so $\varphi=\theta-\arctan h_x$. A slope that rises downbeam turns towards the beam. As long as its tilt $\alpha$ is less than $2\theta$, it is hit more nearly head-on than the flat surface.

The volume above an interval $dx$, per unit width, is $h\,dx$. It changes by inflow minus outflow, $j(x)-j(x+dx)$, hence
\begin{equation}
h_t=-\frac{\partial}{\partial x}\left(\frac{S_0}{2}\sin2\varphi\right)
=-S_0\cos(2\varphi)\,\frac{\partial\varphi}{\partial x}.
\end{equation}
Since $\partial\varphi/\partial x=-h_{xx}/(1+h_x^2)$, the two minus signs cancel:
\begin{equation}
h_t=S_0\cos(2\varphi)\,\frac{h_{xx}}{1+h_x^2}.
\label{steep}
\end{equation}
No small slope has been assumed, but every point must see the beam. The condition is $\cos\varphi>0$, or $\cos\theta+h_x\sin\theta>0$. Then $h+x\cot\theta$ increases with $x$. Along a beam ray $z+x\cot\theta$ is constant, so each ray meets the surface once and nothing is shadowed.

For small slopes $\varphi\to\theta$, and (\ref{steep}) becomes
\begin{equation}
h_t=S_x h_{xx},\qquad S_x=S_0\cos2\theta .
\label{Sx}
\end{equation}
A ripple $h=A\cos kx$ has $h_{xx}=-k^2h$, so $\dot A=-S_xk^2A$. Positive $S_x$ smooths, negative $S_x$ amplifies, and the change comes at $45^\circ$, where the current (\ref{flat}) has its maximum.

Equations (\ref{steep}) and (\ref{Sx}) can be tested without the continuity equation. Atoms are removed from a rippled surface at the local arrival rate and set down again after a short tangential jump; the height change is then projected on the ripple. For a ripple with maximum slope 0.5, at mean angles of $20^\circ$, $35^\circ$ and $50^\circ$, this count agrees with the projection of (\ref{steep}) to within $2\times10^{-5}S_0k^2$ in the growth rate. For a faint ripple and a jump much shorter than the wavelength, the counted coefficient vanishes at $45.000^\circ$.

\section{Why the sign changes}

The current can be taken apart by counting per length of the horizontal axis instead of per length of surface. An interval $dx$ holds a surface length $\sqrt{1+h_x^2}\,dx$, so the ions arriving per plan area number
\begin{equation}
J\sqrt{1+h_x^2}\,\cos\varphi=J(\cos\theta+h_x\sin\theta).
\end{equation}
The tangential displacement $d\sin\varphi$ has the horizontal part
\begin{equation}
d\sin\varphi\cos\alpha
=d(\sin\theta\cos^2\alpha-\cos\theta\sin\alpha\cos\alpha)
\simeq d(\sin\theta-h_x\cos\theta),
\end{equation}
to first order in slope. Multiplying the two factors by $\Omega N$ gives
\begin{equation}
j\simeq S_0\left[\sin\theta\cos\theta+h_x\sin^2\theta-h_x\cos^2\theta\right].
\label{parts}
\end{equation}

The term in $\sin^2\theta$ comes from the arrival rate. The face that rises towards a crest collects more ions and sends more matter downbeam, while the face beyond the crest carries less away. Matter accumulates at the crest. The term in $\cos^2\theta$ comes from the displacement. On the rising face the beam is closer to the normal, so the downbeam step is shorter; beyond the crest it is longer. The crest is depleted.

Because $h_t=-\partial j/\partial x$, these parts contribute $-S_0\sin^2\theta$ and $+S_0\cos^2\theta$ to $S_x$. They balance when $\sin^2\theta=\cos^2\theta$. Each was also counted with the other held at its flat-surface value. At $60^\circ$ the arrival part is $-0.75$ nm$^2$/s and the displacement part is $+0.25$ nm$^2$/s; their sum is $-0.50$ nm$^2$/s. The displacement part rests on the assumption that the solid recovers along the local normal. Were it to recover along the mean normal, the horizontal step would stay $d\sin\theta$, only $-S_0\sin^2\theta$ would remain, and the drift would roughen at every oblique angle.

\section{Ripples in any direction}

Let the height now depend on $x$ and $y$, with $y$ across the beam, and set $g=1+h_x^2+h_y^2$. Then
\begin{equation}
\mathbf e=(\sin\theta,0,-\cos\theta),\qquad
\mathbf n=\frac{(-h_x,-h_y,1)}{\sqrt g},
\end{equation}
and $\cos\varphi=-\mathbf e\cdot\mathbf n$ gives
\begin{equation}
\sqrt g\,\cos\varphi=\cos\theta+h_x\sin\theta .
\label{arrival}
\end{equation}
Removing the normal part of $\mathbf e$ leaves $\mathbf e+\mathbf n\cos\varphi$. Its product with $\mathbf n$ is $-\cos\varphi+\cos\varphi=0$, and its squared length is $1-2\cos^2\varphi+\cos^2\varphi=\sin^2\varphi$, as a tangential projection requires.

Per plan area the arrival rate is $J\sqrt g\cos\varphi$, and the horizontal shift is $d(e_i+n_i\cos\varphi)$ with $i=x,y$. For short $d$ the plan current is their product times $\Omega N$:
\begin{equation}
q_i=S_0\sqrt g\,\cos\varphi\,(e_i+n_i\cos\varphi),
\qquad h_t=-\partial_xq_x-\partial_yq_y .
\end{equation}
From (\ref{arrival}), $n_i\cos\varphi=-h_i(\cos\theta+h_x\sin\theta)/g$. Since $g$ differs from 1 at second order in slope, the linear currents are
\begin{align}
q_x&\simeq S_0(\cos\theta+h_x\sin\theta)(\sin\theta-h_x\cos\theta)\nonumber\\
&\simeq S_0[\sin\theta\cos\theta+(\sin^2\theta-\cos^2\theta)h_x],\\
q_y&\simeq-S_0\cos^2\theta\,h_y .
\end{align}
Taking the divergence,
\begin{equation}
h_t=S_0\cos2\theta\,h_{xx}+S_0\cos^2\theta\,h_{yy},
\qquad S_y=S_0\cos^2\theta .
\label{plane}
\end{equation}

A slope across the beam does not alter the arrival rate (\ref{arrival}) at first order. The roughening part is therefore missing from $S_y$, which remains positive up to grazing incidence. At $\theta=0$ both coefficients equal $S_0$, as symmetry about the beam demands. At $45^\circ$, $S_x=0$ while $S_y=0.5$ nm$^2$/s; at $75^\circ$ they are $-0.87$ and $0.07$ nm$^2$/s. Towards grazing incidence $S_x\to-S_0$ and $S_y\to0$, but the slopes for which this holds shrink, since shadowing sets in when a downward slope reaches $\cot\theta$.

For a wave vector at azimuth $\psi$ from $x$, the effective coefficient is
\begin{equation}
S_x\cos^2\psi+S_y\sin^2\psi
=S_0(\cos^2\theta-\sin^2\theta\cos^2\psi).
\end{equation}
Above $45^\circ$ the drift thus amplifies waves with $|\cos\psi|>\cot\theta$ and damps the rest. Counts at several azimuths and at angles from $0^\circ$ to $80^\circ$ agree with these coefficients to about $10^{-6}$ of $S_0$.

\section{A displacement that is not vanishingly short}

The current was taken as arrival rate times shift, which is the leading term in $kd$. To see what this neglects, let every atom start at the point of impact and jump by the same finite $d$, projected on the tangent at that starting point. Set $s=\sin\theta$, $c=\cos\theta$ and $u=kds$. To first order in slope, the volume removed per plan area and time is $R=(S_0/d)(c+sh_x)$ and the horizontal jump is $a=d(s-ch_x)$.

Matter removed at $x$ lands at $x+a$. The Fourier component of the height therefore changes as
\begin{equation}
\frac{d}{dt}\int h\,e^{-ikx}dx
=\int R\left[e^{-ik(x+a)}-e^{-ikx}\right]dx .
\end{equation}
Expanding the exponential in the slope, $e^{-ika}\simeq e^{-iu}(1+ikdc\,h_x)$. The part of the integrand linear in $h_x$ is
\begin{equation}
\frac{S_0}{d}\,e^{-ikx}h_x\left[s(e^{-iu}-1)+ikdc^2e^{-iu}\right].
\end{equation}
For a wave proportional to $e^{ikx}$, $h_x=ikh$, and the complex growth rate is
\begin{equation}
\sigma=\frac{S_0}{d}\left[iks(e^{-iu}-1)-k^2dc^2e^{-iu}\right].
\end{equation}
Its imaginary part moves the ripple along $x$. Its real part changes the amplitude:
\begin{equation}
\operatorname{Re}\sigma=\frac{S_0}{d}\left[ks\sin u-k^2dc^2\cos u\right].
\label{finite}
\end{equation}
Setting this to zero and using $kd=u/s$ gives the threshold condition
\begin{equation}
\frac{\tan u}{u}=\cot^2\theta .
\end{equation}

For small $u$ the left side is $1+u^2/3$, slightly more than 1, so the threshold lies below $45^\circ$. Put $\theta=\pi/4-\delta$. Then $\cot^2\theta\simeq1+4\delta$ and $u^2\simeq k^2d^2/2$, so $\delta\simeq k^2d^2/24$. With $d=0.5$ nm and a wavelength of 10 nm, $kd=0.314$ and $\delta\simeq0.0041$ rad, or $0.24^\circ$. The full condition and the direct count both give $44.76^\circ$. As $kd\to0$ the threshold returns to $45^\circ$.

The size and even the sign of this small shift belong to the jump rule just chosen. If the atom is instead carried a distance $d$ along the beam and then returned to the nearest surface point, the slope is taken at $x+ds$, the factor $\cos u$ in (\ref{finite}) is replaced by 1, and the condition becomes $\sin u/u=\cot^2\theta$. The threshold then lies above $45^\circ$, at $45.12^\circ$ for the same numbers. If, with that second rule, the jump starts a distance $L$ along the beam below the point of impact, $\sin u$ is replaced by $\sin k(L+d)s-\sin kLs$; for $L=1$ nm the threshold at this wavelength is $47.6^\circ$.

Expanding (\ref{finite}) to the next order in $u$ gives
\begin{equation}
\operatorname{Re}\sigma\simeq-S_0k^2\left[c^2-s^2-u^2\left(\frac{c^2}{2}-\frac{s^2}{6}\right)\right],
\label{next}
\end{equation}
which will be useful for reading the numbers below.

\section{A displacement that depends on angle}

The assumption that matters more for the value $45^\circ$ is constant $Nd$. Suppose instead that it carries a factor $m(\varphi)$, for instance because an ion at oblique incidence leaves less of its momentum in the solid. The current becomes $S_0m(\varphi)\sin\varphi\cos\varphi$, and the steps leading to (\ref{Sx}) give
\begin{equation}
S_x=S_0\frac{d}{d\theta}\left[m(\theta)\sin\theta\cos\theta\right],
\qquad S_y=S_0m(\theta)\cos^2\theta .
\end{equation}
No derivative of $m$ enters $S_y$, because a slope across the beam changes $\varphi$ at second order. At $45^\circ$, $S_x=S_0m'(\pi/4)/2$, which is negative if $m$ decreases there: the drift already roughens.

Take $m=1-\beta\sin^2\varphi$ and write $C=\cos2\theta$. With $\sin^2\theta=(1-C)/2$,
\begin{equation}
m\sin\theta\cos\theta
=\frac12\left(1-\frac\beta2\right)\sin2\theta+\frac\beta8\sin4\theta .
\end{equation}
The derivative is $(1-\beta/2)C+(\beta/2)\cos4\theta$. Since $\cos4\theta=2C^2-1$, the threshold obeys
\begin{equation}
\beta C^2+\left(1-\frac\beta2\right)C-\frac\beta2=0 .
\end{equation}
For $\beta=0$ this gives $C=0$ and $45^\circ$. For $\beta=0.3$ it reads $0.3C^2+0.85C-0.15=0$, with the root $C=1/6$, so $\theta=40.2^\circ$. The direct count gives the same angle. In this example the angle dependence shifts the threshold by almost five degrees, far more than the finite jump from the point of impact did in the example above, and it does so at all long wavelengths.

Erosion can shift it too. If sputtering contributes curvature coefficients $E_x(\theta)$ and $E_y(\theta)$, long waves along and across the beam decay or grow according to the signs of $S_x+E_x$ and $S_y+E_y$. On a real surface other processes, such as stress in the irradiated layer, can add further terms. The angle at which ripples appear therefore need not be the angle at which $S_x$ vanishes.

\section{The ripple that grows fastest}

When $S_x<0$, the growth rate $-S_xk^2$ rises without bound at short wavelengths, so the leading-order equation selects no ripple. The equation itself fails once the wavelength is comparable with $d$. To obtain a selected wavelength within its range, I add an isotropic capillary term $-B\nabla^4h$, the form given by surface diffusion driven by curvature, with $B$ independent of angle. The growth rate becomes
\begin{equation}
r=-S_xk_x^2-S_yk_y^2-Bk^4,\qquad k^2=k_x^2+k_y^2 .
\end{equation}
Because $S_x-S_y=-S_0\sin^2\theta<0$, turning the wave vector towards $x$ at fixed $k$ raises $r$. The fastest wave has its wave vector along the projected beam and its crests across it. Setting $dr/dk=-2S_xk-4Bk^3=0$ gives
\begin{equation}
k_*^2=\frac{-S_x}{2B},\qquad
r_*=\frac{S_x^2}{2B}-\frac{S_x^2}{4B}=\frac{S_x^2}{4B}.
\end{equation}
Just above threshold $-S_x\simeq2S_0(\theta-\pi/4)$. The selected wavelength then diverges as $(\theta-\pi/4)^{-1/2}$ and the growth rate vanishes as $(\theta-\pi/4)^2$.

For numbers I take round model parameters: $J=1$ nm$^{-2}$ s$^{-1}$ (that is, $10^{14}$ cm$^{-2}$ s$^{-1}$), $\Omega=0.02$ nm$^3$, $N=100$, $d=0.5$ nm and $B=10$ nm$^4$/s. Then $S_0=0.02\times1\times100\times0.5=1$ nm$^2$/s.

At $60^\circ$, $S_x=-0.5$ nm$^2$/s, so
\begin{align}
k_*^2&=\frac{0.5}{20}=0.025\ \text{nm}^{-2},&
\frac{2\pi}{k_*}&=39.7\ \text{nm},\\
r_*&=\frac{0.25}{40}=0.00625\ \text{s}^{-1},&
\frac1{r_*}&=160\ \text{s}.
\end{align}
Here $k_*d=0.08$, so the jump is short compared with the wavelength. The depth of the moving layer must be small as well, which is a stricter demand: with jumps that start $L=2$ nm along the beam and return to the nearest surface point, the fastest ripple has a wavelength of 42.5 nm and a growth rate of 0.0055 s$^{-1}$.

At $30^\circ$, $S_x=+0.5$ nm$^2$/s, and the same ripple decays:
\begin{equation}
r=-0.5(0.025)-10(0.025)^2=-0.01875\ \text{s}^{-1},
\end{equation}
a decay time of 53 s. The current on the flat surface is the same at the two angles. The drift contributes $+0.0125$ s$^{-1}$ at $60^\circ$ and $-0.0125$ s$^{-1}$ at $30^\circ$, while capillarity contributes $-0.00625$ s$^{-1}$ at both. That is why the decay is three times as fast as the growth.

In the numerical output, the count with finite jumps reproduces the $60^\circ$ growth rate to all printed digits, but at $30^\circ$ it gives $-0.018737$ instead of $-0.018750$ s$^{-1}$. Equation (\ref{next}), which uses the same jump rule as the count, accounts for both. At $60^\circ$ the correction factor is $c^2/2-s^2/6=0.125-0.125=0$. At $30^\circ$ it is $0.375-0.042=0.333$, and $u=0.158\times0.5\times0.5=0.040$. The rate then changes by $S_0k^2u^2\times0.333\simeq1.3\times10^{-5}$ s$^{-1}$, which is the difference seen.

\section*{Computed values}
\begin{verbatim}
ion flux J = 1.00 nm^-2 s^-1
atomic volume Omega = 0.020 nm^3
atoms moved per ion N = 100
mean displacement d = 0.50 nm
capillary coefficient B = 10.0 nm^4/s
S0 = Omega J N d = 1.0000 nm^2/s
current and coefficients in nm^2/s; 'moved' = explicit atom moving
theta  0 deg: current 0.0000, S_x 1.0000 (moved 1.0000), S_y 1.0000 (moved 1.0000)
theta 30 deg: current 0.4330, S_x 0.5000 (moved 0.5000), S_y 0.7500 (moved 0.7500)
theta 45 deg: current 0.5000, S_x 0.0000 (moved 0.0000), S_y 0.5000 (moved 0.5000)
theta 60 deg: current 0.4330, S_x -0.5000 (moved -0.5000), S_y 0.2500 (moved 0.2500)
theta 75 deg: current 0.2500, S_x -0.8660 (moved -0.8660), S_y 0.0670 (moved 0.0670)
largest coefficient error in all tests = 9.8e-07 nm^2/s
60 deg, arrival-rate part of S_x = -0.7500 nm^2/s
60 deg, displacement part of S_x = 0.2500 nm^2/s
threshold, short jump, atoms moved = 45.000 deg
finite-jump test wavelength = 10.0 nm
threshold there, atoms moved = 44.764 deg
threshold there, formula = 44.764 deg
angle-dependence parameter beta = 0.30
threshold with beta, atoms moved = 40.203 deg
threshold with beta, formula = 40.203 deg
60 deg, fastest wave number, formula = 0.1581 nm^-1
60 deg, wavelength, formula = 39.74 nm
60 deg, wavelength, atoms moved = 39.74 nm
60 deg, growth rate, formula = 0.006250 s^-1
60 deg, growth rate, atoms moved = 0.006250 s^-1
60 deg, e-folding time, formula = 160.0 s
60 deg, fastest ripple wave vector at 0 deg from x
30 deg, same ripple, rate, formula = -0.018750 s^-1
30 deg, same ripple, rate, atoms moved = -0.018737 s^-1
30 deg, same ripple, decay time, formula = 53.3 s
\end{verbatim}
